# Choosing the amplitude scan and sideband cutoff for optomechanical limit cycles: a numerical check

```python
"""Self-sustained optomechanical limit cycles from Bessel-weighted sidebands.

Result under test: for mirror motion x = xbar + A cos(Omega t), the cavity field
is a phase factor times sidebands J_n(-beta)/(kappa/2 + i(n Omega - detuning)),
beta = G A/Omega. Limit cycles are amplitudes where optical work per cycle equals
mechanical loss; they are stable where total damping rises through zero.

Scaled symbols (time unit 1/Omega):
  k      cavity energy linewidth kappa/Omega
  gam    mechanical energy damping Gamma/Omega
  det0   laser minus cold-cavity frequency, over Omega
  u      G x/Omega, so that its oscillation amplitude is beta
  a      field divided by its resonant steady value
  force  hbar G^2 n_max/(m Omega^3), n_max = resonant photon number
  n1,n2  first and second Fourier coefficients of |a|^2 (of e^{+i t}, e^{+2i t})
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import jv, jn_zeros

# Round device parameters, SI units
wavelength, length, mass = 1064e-9, 10e-3, 100e-12
Omega, kappa = 2*np.pi*1e6, 2*np.pi*0.5e6
quality, input_fraction, power_in = 2e4, 0.5, 200e-6
temperature = 300.0
Gamma = Omega/quality
omega_light = 2*np.pi*const.c/wavelength
G = omega_light/length
k, gam, det0 = kappa/Omega, Gamma/Omega, 1.0
unit_length = Omega/G                     # displacement for beta = 1
orders = np.arange(-45, 46)


def resonant_photons(power):
    drive_squared = input_fraction*kappa*power/(const.hbar*omega_light)
    return drive_squared/(kappa/2)**2


def force_strength(power):
    return const.hbar*G**2*resonant_photons(power)/(mass*Omega**3)


def moments(beta, det, width=k):
    """Mean |a|^2 and its first two Fourier coefficients from sidebands."""
    beta = np.atleast_1d(beta).astype(float)
    det = np.broadcast_to(det, beta.shape)
    alpha = (width/2)*jv(orders, -beta[:, None])
    alpha = alpha/(width/2 + 1j*(orders - det[:, None]))
    mean = np.sum(np.abs(alpha)**2, axis=1)
    n1 = np.sum(alpha[:, 1:]*alpha[:, :-1].conj(), axis=1)
    n2 = np.sum(alpha[:, 2:]*alpha[:, :-2].conj(), axis=1)
    return mean, n1, n2


def effective_detuning(beta, power):
    """Solve the mean-force balance by contraction."""
    beta = np.atleast_1d(beta).astype(float)
    weights = jv(orders, beta[:, None])**2
    det = np.full(beta.shape, det0)
    for _ in range(30):
        line = (k/2)**2/((k/2)**2 + (orders - det[:, None])**2)
        det = det0 + force_strength(power)*np.sum(weights*line, axis=1)
    return det


def total_damping(beta, power):
    beta = np.atleast_1d(beta).astype(float)
    n1 = moments(beta, effective_detuning(beta, power))[1]
    return gam - 2*force_strength(power)*n1.imag/beta


grid = np.arange(0.02, 16.0, 0.02)


def find_cycles(power):
    values = total_damping(grid, power)
    stable, unstable = [], []
    for i in np.nonzero(values[1:]*values[:-1] < 0)[0]:
        root = brentq(lambda b: total_damping(b, power)[0],
                      grid[i], grid[i+1], xtol=1e-11)
        (stable if values[i] < 0 else unstable).append(root)
    return np.array(stable), np.array(unstable)


def integrated_field(beta, det, samples=256, cycles=14):
    """Field under imposed motion, integrated until periodic; last cycle."""
    times = 2*np.pi*(cycles + np.arange(samples)/samples)
    sol = solve_ivp(lambda t, a: (1j*(det + beta*np.cos(t)) - k/2)*a + k/2,
                    (0, times[-1]), np.array([0j]), method="DOP853",
                    t_eval=times, rtol=1e-10, atol=1e-12)
    assert sol.success
    return times, sol.y[0]


# Sideband sums and photon bookkeeping against direct integration of the field
for beta_test, det_test in ((1.3, 0.4), (4.3, 1.1), (7.0, -0.6)):
    times, field = integrated_field(beta_test, det_test)
    intensity = np.abs(field)**2
    mean, n1, n2 = (v[0] for v in moments(beta_test, det_test))
    direct_n1 = np.mean(intensity*np.exp(-1j*times))
    assert abs(np.mean(intensity) - mean) < 1e-6
    assert abs(direct_n1 - n1) < 1e-6
    assert abs(np.mean(intensity*np.exp(-2j*times)) - n2) < 1e-6
    spectrum = np.fft.fft(field)/field.size
    harmonic = np.fft.fftfreq(field.size, 1/field.size)
    shifted_photons = k*np.sum(harmonic*np.abs(spectrum)**2)
    assert abs(shifted_photons - beta_test*direct_n1.imag) < 1e-6
    # compact real sum for the working quadrature
    d = (k/2)**2 + (orders - det_test)**2
    J = jv(orders, beta_test)
    compact = (k/2)**2*(k/2)*np.sum(J[:-1]*J[1:]/(d[:-1]*d[1:]))
    assert abs(compact - direct_n1.imag) < 1e-6

# Resolved-sideband law against a linear solve for the Fourier components of a
narrow = 0.01
for sideband in (1, 2):
    for beta_test in (1.0, 2.5, 6.1):
        matrix = np.diag(narrow/2 + 1j*(orders - sideband))
        off = np.full(orders.size - 1, -0.5j*beta_test)
        matrix = matrix + np.diag(off, 1) + np.diag(off, -1)
        comp = np.linalg.solve(matrix, (narrow/2)*(orders == 0))
        direct = np.sum(comp[1:]*comp[:-1].conj()).imag
        law = narrow*sideband*jv(sideband, beta_test)**2/beta_test
        assert abs(direct/law - 1) < 0.01

# Threshold of self-oscillation against the Jacobian of the full equations
threshold = brentq(lambda p: total_damping(1e-3, p)[0], 1e-9, 1e-5, xtol=1e-16)


def mechanical_growth(power):
    strength = force_strength(power)
    det = effective_detuning(1e-9, power)[0]
    a = (k/2)/(k/2 - 1j*det)
    jac = np.array([[-k/2, -det, -a.imag, 0], [det, -k/2, a.real, 0],
                    [0, 0, 0, 1],
                    [2*strength*a.real, 2*strength*a.imag, -1, -gam]])
    return np.max(np.linalg.eigvals(jac).real)


assert abs(mechanical_growth(threshold)) < 0.01*gam/2
assert mechanical_growth(0.9*threshold) < 0 < mechanical_growth(1.1*threshold)

# Onset powers of further cycles, estimated from the extrema of J_1(beta)/beta
lobe_beta = jn_zeros(2, 2)
onset_multiple = (lobe_beta/(2*jv(1, lobe_beta)))**2
onset_power = onset_multiple*threshold
for extra, onset in enumerate(onset_power):
    assert len(find_cycles(0.85*onset)[0]) == extra + 1
    assert len(find_cycles(1.15*onset)[0]) == extra + 2

# The example: all cycles at the chosen power
strength = force_strength(power_in)
static_slope = strength*(3*np.sqrt(3)/8)*(2/k)
assert static_slope < 1                   # mean displacement is unique
stable, unstable = find_cycles(power_in)
assert len(stable) == 3 and len(unstable) == 2
det_s = effective_detuning(stable, power_in)
mean_s, n1_s, n2_s = moments(stable, det_s)
freq_shift = -strength*n1_s.real/stable
eps = 1e-4
slope = (total_damping(stable + eps, power_in)
         - total_damping(stable - eps, power_in))/(2*eps)
relax = stable*slope/2
assert np.all(relax > gam/2)

# Power balance in SI units, optical work taken from the integrated field
n_max = resonant_photons(power_in)
amp = stable*unit_length
loss = mass*Gamma*Omega**2*amp**2/2
work = []
for b, det, A in zip(stable, det_s, amp):
    times, field = integrated_field(b, det)
    velocity = -A*Omega*np.sin(times)
    work.append(np.mean(const.hbar*G*n_max*np.abs(field)**2*velocity))
work = np.array(work)
assert np.allclose(work, loss, rtol=2e-3)

# Full nonlinear time evolution from both sides of each unstable amplitude.
# Field and mirror are advanced alternately, each by its exact linear solution.
starts = np.array([0.05, 0.95*unstable[0], 1.05*unstable[0],
                   0.95*unstable[1], 1.05*unstable[1], 1.1*stable[2]])
target = np.array([0, 0, 1, 1, 2, 2])
steps, n_cycles, n_record = 100, 3000, 200
h = 2*np.pi/steps
nu = np.sqrt(1 - gam**2/4)
mu = -gam/2 + 1j*nu
turn = np.exp(mu*h)
kick = strength*(turn - 1)/mu
q = -np.conj(mu)*starts                   # q = u' - conj(mu) u
u = q.imag/nu
a = np.zeros(starts.size, complex)
rate0 = 1j*det0 - k/2
strobe, record = [], []
for cycle in range(n_cycles):
    keep = cycle >= n_cycles - n_record
    for _ in range(steps):
        rate = 1j*u + rate0
        steady = (-k/2)/rate
        a = steady + (a - steady)*np.exp(rate*h)
        q = q*turn + kick*(a.real**2 + a.imag**2)
        u = q.imag/nu
        if keep:
            record.append(u)
    strobe.append(q)
record = np.array(record).reshape(n_record, steps, starts.size)
carrier = np.exp(-1j*h*np.arange(steps))
projection = np.mean(record*carrier[None, :, None], axis=1)
final_beta = 2*np.abs(projection[-1])
phase = np.unwrap(np.angle(projection), axis=0)
sim_shift = np.polyfit(np.arange(n_record), phase, 1)[0]/(2*np.pi)
assert np.all(np.abs(final_beta/stable[target] - 1) < 0.01)
assert np.all(np.abs(sim_shift - freq_shift[target])
              < 0.15*np.abs(freq_shift[target]) + 5e-6)

# Slow amplitude equation against the same evolution, cycles 50 to 250
damp_grid = total_damping(grid, power_in)
offset_grid = effective_detuning(grid, power_in) - det0


def strobe_amplitude(values):
    rough = np.abs(values)
    return np.abs(values - 1j*np.interp(rough, grid, offset_grid))


early, later = strobe_amplitude(strobe[49]), strobe_amplitude(strobe[249])
slow = solve_ivp(lambda t, b: -0.5*np.interp(b, grid, damp_grid)*b,
                 (0, 200*2*np.pi), early, rtol=1e-6, atol=1e-8, max_step=20)
predicted = slow.y[:, -1]
assert np.all(np.abs(later - predicted) < 0.15*np.abs(later - early) + 0.02)

# Sizes of neglected effects
x_thermal = np.sqrt(const.k*temperature/(mass*Omega**2))
gap = np.min(np.abs(stable[:, None] - unstable[None, :]))*unit_length
x_zero = np.sqrt(const.hbar/(2*mass*Omega))
g0 = G*x_zero
photons = mean_s*n_max
thermal_quanta = const.k*temperature/(const.hbar*Omega)
shot_ratio = np.max(4*g0**2*photons/(kappa*Gamma))/thermal_quanta
second_harmonic = np.max(2*strength*np.abs(n2_s)/3/stable)
delay_phase = Omega*2*length/const.c
fsr = const.c/(2*length)
excursion = stable[-1]*Omega/(2*np.pi)
thickness, absorption, heat_resistance = 5e-6, 1e-6, 1e5
expansion, heat_time = 1e-6, 1e-3
circulating = const.hbar*omega_light*photons*fsr
heating = absorption*circulating*heat_resistance
x_photothermal = expansion*thickness*heating
x_radiation = strength*mean_s*unit_length
photothermal_work = np.max(x_photothermal/x_radiation/(Omega*heat_time)
                           * np.abs(n1_s)/np.abs(n1_s.imag))

MHz = 2*np.pi*1e6
print(f"wavelength {wavelength*1e9:.0f} nm, cavity length {length*1e3:.0f} mm")
print(f"mirror mass {mass*1e12:.0f} ng, temperature {temperature:.0f} K")
print(f"Omega/2pi {Omega/MHz:.2f} MHz, kappa/2pi {kappa/MHz:.2f} MHz")
print(f"quality {quality:.0f}, Gamma/2pi {Gamma/(2*np.pi):.1f} Hz")
print(f"input power {power_in*1e6:.0f} uW, kappa_in/kappa {input_fraction}")
print(f"cold detuning/2pi {det0*Omega/MHz:.2f} MHz")
print(f"G/2pi {G/MHz*1e-9:.3f} MHz/nm, Omega/G {unit_length*1e12:.3f} pm")
print(f"resonant photon number {n_max:.4e}")
print(f"scaled force strength {strength:.5f}")
print(f"static slope bound {static_slope:.3f} (unique mean if < 1)")
print(f"threshold power {threshold*1e6:.4f} uW")
print(f"input/threshold {power_in/threshold:.1f}")
for j in range(2):
    print(f"stable cycle {j+2} onset: beta {lobe_beta[j]:.3f}, "
          f"{onset_multiple[j]:.1f} x threshold, {onset_power[j]*1e6:.1f} uW")
for j in range(3):
    print(f"stable {j+1}: beta {stable[j]:.4f}, A {amp[j]*1e12:.2f} pm, "
          f"detuning/Omega {det_s[j]:.5f}")
    print(f"  photons {photons[j]:.3e}, Im n1 {n1_s[j].imag:.4e}, "
          f"Re n1 {n1_s[j].real:.4e}")
    print(f"  work {work[j]*1e15:.3f} fW, loss {loss[j]*1e15:.3f} fW, "
          f"relaxation {1e3/(relax[j]*Omega):.3f} ms")
for j in range(2):
    print(f"unstable {j+1}: beta {unstable[j]:.4f}, "
          f"A {unstable[j]*unit_length*1e12:.2f} pm")
print("terms of Im n1 for stable cycle 1:")
for n in range(-1, 4):
    product = jv(n, stable[0])*jv(n+1, stable[0])
    dn = (k/2)**2 + (n - det_s[0])**2
    dm = (k/2)**2 + (n + 1 - det_s[0])**2
    print(f"  n {n:2d}: J_n J_n+1 {product:+.5f}, "
          f"term {(k/2)**3*product/(dn*dm):+.4e}")
print("time evolution, start beta -> final beta, frequency shift (formula):")
for s, f, w, t in zip(starts, final_beta, sim_shift, target):
    print(f"  {s:.3f} -> {f:.4f}, {w*1e6:+.2f} ppm ({freq_shift[t]*1e6:+.2f})")
print(f"thermal rms motion {x_thermal*1e12:.3f} pm, "
      f"smallest gap to unstable {gap*1e12:.2f} pm")
print(f"shot-noise/thermal force noise, estimate {shot_ratio:.2e}")
print(f"second harmonic/fundamental motion, max {second_harmonic:.2e}")
print(f"round-trip delay phase {delay_phase:.2e} rad")
print(f"peak excursion {excursion*1e-6:.2f} MHz, FSR {fsr*1e-9:.2f} GHz")
print(f"(A/thickness)^2 {(amp[-1]/thickness)**2:.2e}, "
      f"thickness {thickness*1e6:.0f} um")
print(f"rough heat inputs: absorption {absorption*1e6:.0f} ppm, "
      f"{heat_resistance:.0e} K/W")
print(f"  expansion {expansion:.0e} /K, heat time {heat_time*1e3:.0f} ms")
print(f"circulating power, max {np.max(circulating)*1e3:.2f} mW, "
      f"heating {np.max(heating)*1e3:.2f} mK")
print(f"photothermal/radiation work, upper estimate {photothermal_work:.2e}")
print("all assertions hold")
```

It prints:

```
wavelength 1064 nm, cavity length 10 mm
mirror mass 100 ng, temperature 300 K
Omega/2pi 1.00 MHz, kappa/2pi 0.50 MHz
quality 20000, Gamma/2pi 50.0 Hz
input power 200 uW, kappa_in/kappa 0.5
cold detuning/2pi 1.00 MHz
G/2pi 28.176 MHz/nm, Omega/G 35.491 pm
resonant photon number 6.8199e+08
scaled force strength 0.09087
static slope bound 0.236 (unique mean if < 1)
threshold power 0.4750 uW
input/threshold 421.0
stable cycle 2 onset: beta 5.136, 57.1 x threshold, 27.1 uW
stable cycle 3 onset: beta 8.417, 240.5 x threshold, 114.2 uW
stable 1: beta 3.7194, A 132.00 pm, detuning/Omega 1.00248
  photons 1.860e+07, Im n1 1.0232e-03, Re n1 -5.4516e-03
  work 10.806 fW, loss 10.806 fW, relaxation 0.283 ms
stable 2: beta 6.5320, A 231.83 pm, detuning/Omega 1.00306
  photons 2.294e+07, Im n1 1.7970e-03, Re n1 -1.6648e-03
  work 33.328 fW, loss 33.328 fW, relaxation 0.257 ms
stable 3: beta 9.2128, A 326.97 pm, detuning/Omega 1.00475
  photons 3.567e+07, Im n1 2.5346e-03, Re n1 -6.5286e-04
  work 66.299 fW, loss 66.299 fW, relaxation 0.428 ms
unstable 1: beta 4.0256, A 142.87 pm
unstable 2: beta 7.7495, A 275.04 pm
terms of Im n1 for stable cycle 1:
  n -1: J_n J_n+1 +0.01834, term +6.5931e-05
  n  0: J_n J_n+1 -0.01834, term -4.2956e-03
  n  1: J_n J_n+1 +0.01947, term +4.6029e-03
  n  2: J_n J_n+1 +0.17464, term +6.3668e-04
  n  3: J_n J_n+1 +0.09795, term +4.1739e-05
time evolution, start beta -> final beta, frequency shift (formula):
  0.050 -> 3.7199, +133.15 ppm (+133.19)
  3.824 -> 3.7198, +133.15 ppm (+133.19)
  4.227 -> 6.5330, +23.16 ppm (+23.16)
  7.362 -> 6.5331, +23.15 ppm (+23.16)
  8.137 -> 9.2119, +6.42 ppm (+6.44)
  10.134 -> 9.2152, +6.42 ppm (+6.44)
thermal rms motion 1.024 pm, smallest gap to unstable 10.87 pm
shot-noise/thermal force noise, estimate 6.08e-05
second harmonic/fundamental motion, max 1.50e-04
round-trip delay phase 4.19e-04 rad
peak excursion 9.21 MHz, FSR 14.99 GHz
(A/thickness)^2 4.28e-09, thickness 5 um
rough heat inputs: absorption 1 ppm, 1e+05 K/W
  expansion 1e-06 /K, heat time 1 ms
circulating power, max 99.82 mW, heating 9.98 mK
photothermal/radiation work, upper estimate 2.55e-04
all assertions hold
```
